Why ALDA's long-wavelength kernel cannot bind excitons in insulating crystals

**Question.** The adiabatic local density approximation (ALDA) gives time-dependent density functional theory an attractive exchange-correlation kernel. Why does this attraction not produce a bound exciton in the optical spectrum of an insulating crystal, and what must a kernel have in order to produce one?

**The mechanism: what the kernel acts on**

A density-functional kernel acts on densities. Light creates the pair density φ*_vk φ_c,k+q of a valence and a conduction state. As the wavevector q of the light goes to zero, the two states become orthogonal and the cell average of their product vanishes. A finite kernel element multiplying this average has nothing to act on. The pair density still varies inside the cell, and there ALDA does act, but that is a correction to the local fields. Whether it can bind is a separate, quantitative matter.

The direct electron–hole term of the Bethe–Salpeter equation is built differently. It pairs conduction with conduction and valence with valence. For nearby wavevectors k and k′, with κ = |k−k′|, its long-range part is, for an isotropic static screening constant ε,

−(4π/(εκ²N_kΩ)) ⟨u_ck|u_ck′⟩⟨u_vk′|u_vk⟩.

Here u is the periodic part of a Bloch state, N_k the number of k points and Ω the cell volume. Both overlaps tend to 1 as κ→0, so the 1/κ² attraction survives.

**The formula: how the head vanishes**

I use Hartree atomic units, spin-unpolarized electrons, a local crystal potential and full valence bands. The crystal has inversion symmetry, q lies along x, and the frequency ω is below the direct Kohn–Sham edge E₀. "Bound" means a pole below E₀.

The Bloch Hamiltonian is H_k = (p+k)²/2 + V, so

H_{k+q} = H_k + q(p_x+k_x) + q²/2.

First-order perturbation theory gives

u_c,k+q = u_ck + q Σ_{n≠c} u_nk ⟨u_nk|p_x+k_x|u_ck⟩/(ε_c−ε_n).

For degenerate conduction states, take the combinations that diagonalize the perturbation; the sum over them below does not depend on this choice. Projecting on u_vk removes the first term by orthogonality:

⟨vk|e^{−iqx}|c,k+q⟩ = q p_vc/Δ + O(q²), with Δ = ε_c−ε_v and p_vc = ⟨vk|p_x|ck⟩.

Write ρ_G = ⟨vk|e^{−i(q+G)·r}|c,k+q⟩. The independent-particle response contains resonant terms with 1/(ω−Δ) and antiresonant terms with −1/(ω+Δ). Time reversal maps each antiresonant matrix element at k onto a resonant one at −k−q, so after the k sum they share the same numerators. Since

1/(ω−Δ) − 1/(ω+Δ) = 2Δ/(ω²−Δ²),

and spin contributes a factor 2,

χ₀,GG′ = (4/(N_kΩ)) Σ_{kvc} ρ_G ρ*_G′ Δ/(ω²−Δ²).

The element with G=G′=0 (the head) therefore goes as q², those with one zero index (the wings) as q, and the rest (the body) stays finite. In particular

χ₀,₀₀/q² → −(4/(N_kΩ)) Σ_{kvc} |p_vc|²/[Δ(Δ²−ω²)].

**Which parts of the kernel survive**

The interacting response and the macroscopic dielectric function are

χ = χ₀ + χ₀(v+f)χ,  ε_M = 1/(1+v₀χ₀₀),  v_G = 4π/|q+G|².

The Coulomb head v₀ diverges, so it is treated separately. Let v̄ be v without its G=0 element, and χ̄ = χ₀ + χ₀(v̄+f)χ̄. Restoring v₀ gives

χ₀₀ = χ̄₀₀ + χ̄₀₀v₀χ₀₀, hence χ₀₀ = χ̄₀₀/(1−v₀χ̄₀₀).

Then 1+v₀χ₀₀ = 1/(1−v₀χ̄₀₀), and so ε_M = 1−v₀χ̄₀₀.

Now take the powers of q out with S = diag(1/q,1,1,…). Define X = Sχ₀S, X̄ = Sχ̄S and F = S⁻¹fS⁻¹. Multiplying the equation for χ̄ by S on both sides, and inserting S S⁻¹ between the factors, gives

X̄ = X + X(V̄+F)X̄,  ε_M = 1 − 4πX̄₀₀.

V̄ equals v̄, because v̄ has no head and is diagonal. X has a finite limit. The kernel enters through

F₀₀ = q²f₀₀,  F₀G = q f₀G,  F_GG′ = f_GG′ (G,G′≠0).

Away from a pole of X̄, the limit q→0 of ε_M thus depends on these three limits and on nothing else in f. Long-range action beyond the body requires a head diverging as 1/q² or wings diverging as 1/q.

The ALDA kernel is the local function f(r) = dv_xc/dn at the density n(r). Its matrix is

f_GG′ = (1/Ω)∫_cell f(r) e^{−i(G−G′)·r} d³r,

which does not depend on q. It is finite here because the density is nowhere zero. So F₀₀ and F₀G vanish. Let B denote the nonzero G vectors and K_B the body of V̄+F. The column of the Dyson equation with second index 0 reads X̄_B0 = X_B0 + X_BB K_B X̄_B0, so

X̄₀₀ = X₀₀ + X₀B K_B (1−X_BB K_B)⁻¹ X_B0.

This is the whole effect of ALDA on the optical limit: it modifies the local-field term.

The rate at which the head drops out follows from a small change δF. To first order δX̄ = X̄ δF X̄, so a head contributes

δε_M = −4π X̄₀₀² q² f₀₀.

The wings also enter ε_M at order q². Their possible term of order q is a sum of f₀G X̄_G0 over G, and inversion makes f₀G even and X̄_G0 odd in G.

**Can the body bind by itself?**

The vanishing head does not settle this. Put K = V̄+F and L = −X. In the gap L is positive definite, and it grows with ω because each factor Δ/(Δ²−ω²) grows. The Dyson equation gives

−X̄ = (L⁻¹+K)⁻¹,

so a pole occurs when an eigenvalue of L⁻¹+K crosses zero. For a frequency-independent K these eigenvalues fall as ω rises, since L⁻¹ falls. If none is negative at ω=0, which is the condition for stability at zero macroscopic field (v₀ is not part of K), the number of negative ones at ω equals the number of poles below ω. Because

L^{1/2}(L⁻¹+K)L^{1/2} = 1 + L^{1/2}KL^{1/2},

and such a transformation preserves the number of negative eigenvalues, this is also the number of eigenvalues of L^{1/2}KL^{1/2}, or equally of KL, below −1. ALDA has no bound exciton in the optical limit if the lowest eigenvalue of KL at E₀ lies above −1. A crystal with a sufficiently attractive body could violate this, so the absence of binding is not a theorem for every solid.

**What a 1/q² head does**

Add f₀₀ = −α/q² to the ALDA body, so that F₀₀ = −α. Let a(ω) = −X̄₀₀ be the response with the body alone, and Y the corresponding element with the head included. Then

Y = −a + (−a)(−α)Y, so Y = −a/(1−αa),

ε_M = 1 + 4πa/(1−αa).

An exciton appears where αa(ω_b) = 1. If the body alone gives no pole, L⁻¹+K is positive definite throughout the gap. It falls with ω, so its inverse, and with it a, rises from a(0) to a(E₀).

In three dimensions a(E₀) is finite at an ordinary band minimum. With Δ ≈ E₀+κ²/(2μ), where κ is now the distance from the minimum and μ the reduced mass (taken as isotropic; an anisotropic mass, as in the model below, changes only the prefactor of the 1/κ² law by direction),

1/(Δ²−E₀²) ≈ μ/(E₀κ²),

and the volume element κ²dκ cancels the singularity. Binding therefore requires

1/a(E₀) < α < 1/a(0).

Below this window the head changes ε_M without binding. At its upper end the pole reaches ω=0 and the static ε_M diverges: a polarization can then appear at zero macroscopic field. This pole belongs to χ̄, which leaves out v₀; in the full χ the scaled head is 4π−α, and its pole reaches ω=0 only at α = 4π + 1/a(0). A 1/q² head is thus not sufficient by its form; its strength matters. For fixed α, the monotonic a(ω) allows at most one such pole for a given polarization.

The relation can be inverted. If a target response has a_t(ω), the head that produces it on top of the given body obeys

α(ω) = 1/a(ω) − 1/a_t(ω).

Any difference between a and a_t that is left to the head requires a 1/q² divergence. This includes a quasiparticle opening of the gap as well as electron–hole attraction, if both are in the target.

**The numbers: a model crystal**

The example is a simple cubic lattice with constant 4 bohr, Gaussian wells 2.4 hartree deep and 1 bohr wide, and two electrons per cell. These are model parameters, not those of a material. The kernel is Slater exchange with Perdew–Wang correlation. The direct edge is E₀ = 0.481 hartree (13.1 eV).

At one general k point and q = 0.02 bohr⁻¹, the valence–conduction overlap is 0.00078, while the conduction–conduction overlap is 0.99998. Halving q reduces the first to 0.00037, close to half.

Next, ε_M was computed at finite q by inverting the full matrix, at ω = 0.240 hartree on a 4×4×4 mesh. The ALDA body alone gives the limit 1.912. This mesh is coarse (a 10×10×10 mesh gives about 2.05); it serves only to test the powers of q. The table shows how much other kernel elements change ε_M; all strengths are in atomic units.

| Added to the body | q = 0.02 | q = 0.01 | ratio |
|---|---|---|---|
| ALDA head and wings | 5.16×10⁻⁵ | 1.29×10⁻⁵ | 4.00 |
| head −1/q | 1.33×10⁻³ | 6.63×10⁻⁴ | 2.01 |
| head −4/q² | 0.374 | 0.373 | 1.00 |
| wings ∓1/q on G = (±2π/a_lat, 0, 0) | 0.157 | 0.157 | 1.00 |

Here a_lat is the lattice constant. The ratios 4, 2 and 1 are the powers q², q and q⁰ derived above. The ALDA head, evaluated at the density from the 4×4×4 mesh, is f₀₀ = −7.99 hartree bohr³ (−8.04 from a 6×6×6 mesh), which is not small; its effect vanishes because of the factor q². With X̄₀₀ = −0.0726 the head formula gives 4π×0.0726²×0.02²×7.99 = 2.1×10⁻⁴ at q = 0.02; the first row is smaller because the wings enter at the same order with the opposite sign. The size of the wing term is not converged on a mesh this coarse: with the resonant and antiresonant terms both summed over the same valence k points, the first entry becomes 7.0×10⁻⁵ instead. Only the power q² and the signs of the two parts should be read from this row. The third row can be checked by hand:

a = (1.9118−1)/(4π) = 0.0726,  αa = 4×0.0726 = 0.290,

ε_M = 1 + 0.9118/(1−0.290) = 2.28,

in agreement with 1.912+0.373.

The body needs more care. For the shortest G, the Coulomb element is v_G = 5.09 hartree bohr³, so the diagonal sum v_G+f_GG = 5.09−7.99 = −2.90 is attractive. The sign of this one element does not decide about binding, because f also has off-diagonal elements. The matrix with all its off-diagonal elements, on the 27 shortest G (states in 57 plane waves; this basis is part of the model), gives a lowest eigenvalue of KL at E₀ of −0.067 on a 12×12×12 mesh, and −0.070 after the mesh extrapolation described below (−0.071 from meshes up to 48×48×48). This is above −1, so ALDA binds no exciton in this crystal in the optical limit. A larger basis does not change this: with 251 plane waves and 81 G vectors the eigenvalue on an 8×8×8 mesh moves from −0.065 to −0.062. The margin is smaller than the number suggests, because K also holds the repulsive Coulomb part: on an 8×8×8 mesh, multiplying the ALDA body by about 2.9 brings the eigenvalue at E₀ to −1, while the eigenvalue at ω=0 reaches −1 only at a factor of about 4.7 (with 81 G vectors the first factor rises to 3.4). One reason why the large f₀₀ has so little effect is that the cell average of f comes mostly from the dilute region between the wells: the region below the mean density supplies 93% of f₀₀ but holds only 22% of the squared pair density at the edge, and f averaged with that weight is −2.9 rather than −7.99.

The static constants show the net effect of the body. Without local fields ε_M = 1.94, with Coulomb local fields 1.77, and with ALDA 1.88 (about 0.01 lower with 81 G vectors). ALDA undoes part of the Coulomb local-field reduction.

For the threshold, a(E₀) must be converged with the mesh. An n×n×n mesh that avoids the edge point misses a region of radius proportional to 1/n, and the integrand there is constant in κ, so the leading error is proportional to 1/n. For the response without any kernel, the values 0.258 at n=6 and 0.310 at n=8 then predict

0.258 + 2×(0.310−0.258) = 0.362 at n=12,

against a computed 0.365. The factor 2 is (1/6−1/12)/(1/6−1/8). With the ALDA body, a(E₀) is 0.266 at n=8 and 0.311 at n=12. The same law, now with the factor (1/12)/(1/8−1/12) = 2 for the step from n=12 to an infinite mesh, gives

a(E₀) ≈ 0.311 + 2×(0.311−0.266) ≈ 0.40,

so the threshold is α ≈ 1/0.40 = 2.5 in this basis; with 251 plane waves and 81 G vectors a(E₀) at n=8 is 3% smaller (0.258), which would raise the threshold by roughly 0.1. On the n=12 mesh itself it is 3.2, which shows how slowly the edge converges. The pole reaches ω=0, and the static ε_M diverges, at α = 14.3.

Take α midway between the two n=12 limits:

α = (3.2+14.3)/2 ≈ 8.75.

The condition αa(ω_b)=1 then gives ω_b = 0.363 hartree, compared with 0.365 on the n=8 mesh. The binding energy is

0.481 − 0.363 = 0.118 hartree = 3.2 eV.

This value illustrates the mechanism; α was chosen, not predicted. The same head also raises the static ε_M from 1.88 to 3.27, so one constant α cannot be adjusted to the exciton without changing the static screening. At 0.8 of the n=12 threshold, α = 2.57, the lowest eigenvalue of KL at E₀ on the n=12 mesh is −0.77, so that mesh shows no bound state. This α lies slightly above the extrapolated threshold of 2.5, so the statement holds for this mesh, not for an infinite mesh in the same basis; the difference between the two α values is comparable to the basis dependence of the threshold. At the chosen α the eigenvalue on the same mesh is −3.02.

**Where the argument stops**

It concerns the optical limit of insulators. In a metal, transitions within a partly filled band are not covered by the valence–conduction orthogonality used here. At finite q the head and wings of ALDA do contribute, starting at order q². In the body ALDA always acts at full strength, and the eigenvalue criterion has to be evaluated for the case at hand.

The numerical check compares the scaled limit with the finite-q inversion, and the pole condition and pole count with a direct diagonalization in the space of transitions.

Table of computed values

```
lattice constant 4.0 bohr; well depth 2.4 hartree; well width 1.0 bohr
plane waves 57; response vectors G 27
indirect gap 0.2439 hartree
direct edge at X 0.4807 hartree = 13.08 eV
density min, max 0.00063, 0.30863 bohr^-3
ALDA head f_00 -7.993 hartree bohr^3
Coulomb v_G, shortest G 5.093 hartree bohr^3
overlaps at one general k (dimensionless): |<v|c>|, |<c|c>|, |<v|v>|
  q=0.02 bohr^-1: 0.000782, 0.999975, 0.999970
  q=0.01 bohr^-1: 0.000373, 0.999994, 0.999993
finite-q tests: 4x4x4 k mesh, w = 0.2403 hartree
  chi0_00/q^2 at q=0.02 bohr^-1: -0.078215 a.u.
  chi0_00/q^2 at q=0.01 bohr^-1: -0.078112 a.u.
  chi0_00/q^2, k.p limit: -0.078077 a.u.
  eps_M limit, ALDA body only: 1.91177
  strengths: beta 1.0, alpha 4.0, eta 1.0 a.u.
  change of eps_M at q=0.02, q=0.01 bohr^-1, and their ratio:
   ALDA head and wings: 5.163e-05, 1.292e-05, 3.995
   head -beta/q: 1.330e-03, 6.626e-04, 2.007
   head -alpha/q^2: 3.744e-01, 3.732e-01, 1.003
   wings -+eta/q: 1.570e-01, 1.568e-01, 1.002
  eps_M limit with head -alpha/q^2: 2.28458
  eps_M limit with wings -+eta/q: 2.06848
at the direct edge, n x n x n mesh: bare a, ALDA a (a.u.), lowest ALDA binding eigenvalue
  n=6: 0.25848, 0.22380, -0.0642
  n=8: 0.31009, 0.26634, -0.0654
  n=12: 0.36533, 0.31104, -0.0670
  extrapolated ALDA a 0.40044 a.u.; eigenvalue -0.0700
static eps_M, n=12:
  no local fields 1.9356
  RPA local fields 1.7682
  ALDA 1.8792
  ALDA body with head -alpha/q^2, chosen alpha 3.2687
threshold alpha: n=12 3.215, extrapolated 2.497 a.u.
instability alpha, n=12: 14.293 a.u.
chosen alpha (midway, n=12): 8.754 a.u.
lowest binding eigenvalue at edge: 0.8 threshold -0.7687, chosen alpha -3.0152
exciton energy: n=8 0.36503, n=12 0.36288 hartree
binding energy 0.11778 hartree = 3.205 eV
```
